# Harmonic signals of a photoelastic-modulator reflectance-anisotropy spectrometer: test program

```python
"""
Reflectance anisotropy with a photoelastic modulator (PEM).
Result under test, for polariser along u, sample axes x,y at 45 degrees,
PEM axes u,v, and analyser halfway between u and v:
  sin(Omega t) coefficient / mean   = -2 J1(delta) S / (1 + J0(delta) C)
  cos(2 Omega t) coefficient / mean = +2 J2(delta) C / (1 + J0(delta) C)
where z = 2(rx-ry)/(rx+ry), C + iS = z/(1+|z|^2/4).
rx, ry: complex reflection coefficients; delta: peak retardation in rad.
Fields vary as exp(-i omega t); the PEM delays v by delta*sin(Omega t).
Refractive indices are n+ik. Small errors are tested with the same optics.
"""
import numpy as np
from scipy.constants import h, c, e
from scipy.special import jv, jn_zeros


def rotation(angle):
    return np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])


def anisotropy(rx, ry):
    return 2 * (rx - ry) / (rx + ry)


def measure(rx, ry, delta, pol=0.0, mod=0.0, ana=0.0, azimuth=0.0,
            window=0.0, kerr=0.0, static=0.0):
    """Fourier coefficients/mean: sin1, cos2, cos1, sin2 from Jones optics."""
    phase = 2 * np.pi * np.arange(512) / 512
    turn = rotation(np.pi / 4 + azimuth)
    sample = turn @ np.diag([rx, ry]) @ turn.T
    sample = sample + kerr * (rx + ry) / 2 * np.array([[0, -1], [1, 0]])
    axes = rotation(np.pi / 4)
    strain = axes @ np.diag(np.exp([0.5j * window, -0.5j * window])) @ axes.T
    field = strain @ sample @ np.array([np.cos(pol), np.sin(pol)])
    in_pem = rotation(-mod) @ field
    delay = np.exp(1j * (static + delta * np.sin(phase)))
    after = rotation(mod) @ np.array([in_pem[0] + 0 * delay,
                                      in_pem[1] * delay])
    angle = np.pi / 4 + ana
    intensity = abs(np.cos(angle) * after[0] + np.sin(angle) * after[1])**2
    weights = [np.sin(phase), np.cos(2 * phase),
               np.cos(phase), np.sin(2 * phase)]
    return np.array([2 * np.mean(intensity * w) for w in weights]) \
        / np.mean(intensity)


def recover(signals, delta):
    """Complex anisotropy from sin1 and cos2, branch |z| < 2."""
    sin1, cos2 = signals[:2]
    real = cos2 / (2 * jv(2, delta) - jv(0, delta) * cos2)
    imag = -sin1 * (1 + jv(0, delta) * real) / (2 * jv(1, delta))
    root = np.sqrt(1 - real**2 - imag**2)
    return 2 * (real + 1j * imag) / (1 + root)


# Large random anisotropies: formula, parity, contrasts and inversion
rng = np.random.default_rng(4)
worst_signal = worst_inverse = 0.0
for trial in range(60):
    mags = rng.uniform(0.2, 0.9, 2)
    rx = mags[0] * np.exp(1j * rng.uniform(-1.3, 1.3))
    ry = mags[1] * np.exp(0j)
    delta = rng.uniform(0.5, 3.2)
    z = anisotropy(rx, ry)
    channel = z / (1 + abs(z)**2 / 4)
    total = abs(rx)**2 + abs(ry)**2
    assert abs(channel.real - (abs(rx)**2 - abs(ry)**2) / total) < 1e-12
    assert abs(channel.imag - 2 * (rx * np.conj(ry)).imag / total) < 1e-12
    got = measure(rx, ry, delta)
    mean = 1 + jv(0, delta) * channel.real
    expected = np.array([-2 * jv(1, delta) * channel.imag / mean,
                         2 * jv(2, delta) * channel.real / mean, 0, 0])
    worst_signal = max(worst_signal, np.max(abs(got - expected)))
    worst_inverse = max(worst_inverse, abs(recover(got, delta) - z))
    # A static PEM retardation rotates the complex channel
    shift = rng.uniform(-np.pi, np.pi)
    for static in (shift, np.pi / 2):
        turned = channel * np.exp(1j * static)
        mean = 1 + jv(0, delta) * turned.real
        got = measure(rx, ry, delta, static=static)
        assert abs(got[0] + 2*jv(1, delta)*turned.imag/mean) < 1e-11
        assert abs(got[1] - 2*jv(2, delta)*turned.real/mean) < 1e-11
assert worst_signal < 1e-11
assert worst_inverse < 1e-9

# Cobalt example: rough optical constants and a chosen index difference
energy_ev = 2.0
wavelength = h * c / (energy_ev * e) * 1e9
index_x, index_y = 2.3 + 4.2j, 2.2 + 4.2j
rx = (1 - index_x) / (1 + index_x)
ry = (1 - index_y) / (1 + index_y)
z = anisotropy(rx, ry)
channel = z / (1 + abs(z)**2 / 4)
middle = (index_x + index_y) / 2
z_index = 2 * (index_x - index_y) / (middle**2 - 1)
assert abs(z_index - z) < 1e-5
delta = jn_zeros(0, 1)[0]
signal = measure(rx, ry, delta)
linear = signal[1]/(2*jv(2, delta)) - 1j*signal[0]/(2*jv(1, delta))
assert abs(linear - z) < abs(z)**3
dc_volt = 1.0

# First-order error laws; remaining differences are products of small terms
small = 1e-3
cases = [
    (dict(pol=small), z + 2 * small),
    (dict(mod=small), z - 2 * small),
    (dict(ana=small), z),
    (dict(window=2 * small), z + 2j * small),
    (dict(kerr=small * (1 + 0.5j)), z + 2 * small * (1 + 0.5j)),
    (dict(azimuth=np.deg2rad(10)), z * np.cos(np.deg2rad(20))),
]
for errors, expected in cases:
    reading = recover(measure(rx, ry, delta, **errors), delta)
    assert abs(reading - expected) < 4e-5, errors

# Sizes of effects left out of the ideal example
pol_error = np.deg2rad(0.1)
window_nm = 0.3
window_phase = 2 * np.pi * window_nm / wavelength
polar_kerr = 5e-3 + 1e-3j
tilt_deg = 1.0
kerr_error = polar_kerr * np.sin(np.deg2rad(tilt_deg))


def reading_with(**errors):
    return recover(measure(rx, ry, delta, **errors), delta)


shift_pol = reading_with(pol=pol_error) - z
shift_window = reading_with(window=window_phase) - z
shift_kerr = reading_with(kerr=kerr_error) - z
offsets = dict(pol=pol_error, window=window_phase, kerr=kerr_error)
first = reading_with(**offsets)
second = reading_with(azimuth=np.pi / 2, **offsets)
difference = (first - second) / 2
assert abs(first - z) > 3e-3
assert abs(difference - z) < 5e-5

# Oblique incidence on an isotropic metal of the average index
incidence_deg = 3.0
cos_in = np.cos(np.deg2rad(incidence_deg))
cos_in_metal = np.sqrt(1 - (np.sin(np.deg2rad(incidence_deg)) / middle)**2)
r_s = (cos_in - middle * cos_in_metal) / (cos_in + middle * cos_in_metal)
r_p = (cos_in_metal - middle * cos_in) / (cos_in_metal + middle * cos_in)
shift_oblique = anisotropy(r_p, r_s)


def layer_reflection(top, layer, bottom_reflection, thickness):
    """bottom_reflection is measured from inside the layer."""
    front = (top - layer) / (top + layer)
    trip = np.exp(4j * np.pi * layer * thickness / wavelength)
    return (front + bottom_reflection * trip) / \
        (1 + front * bottom_reflection * trip)


film_nm, oxide_nm, glass, oxide = 100.0, 2.0, 1.5, 2.3
thin = [layer_reflection(1, n, (n - glass) / (n + glass), film_nm)
        for n in (index_x, index_y)]
coated = [layer_reflection(1, oxide, (oxide - n) / (oxide + n), oxide_nm)
          for n in (index_x, index_y)]
shift_thin = anisotropy(*thin) - z
shift_oxide = anisotropy(*coated) - z

# Magneto-optic constant from the polar Kerr size, then quadratic effect
magneto = abs(polar_kerr) * (middle**2 - 1) / middle
circular = [middle * np.sqrt(1 + s * magneto) for s in (1, -1)]
r_circular = [(1 - n) / (1 + n) for n in circular]
assert abs(abs(anisotropy(*r_circular)) / 2 / abs(polar_kerr) - 1) < 0.01
index_perp = middle * np.sqrt(1 - magneto**2)
size_quadratic = abs(anisotropy((1 - middle) / (1 + middle),
                                (1 - index_perp) / (1 + index_perp)))

deeper = measure(rx, ry, 1.01 * delta)
depth_change = 100 * (deeper[:2] / signal[:2] - 1)
pem_khz, bandwidth_khz = 50.0, 1000.0
loss = [100 * (1 - 1 / np.sqrt(1 + (m * pem_khz / bandwidth_khz)**2))
        for m in (1, 2)]


def show(label, value, unit="", digits=4):
    if isinstance(value, (complex, np.complexfloating)):
        text = f"{value.real:.{digits}f} {value.imag:+.{digits}f}i"
    else:
        text = f"{value:.{digits}f}"
    print(f"{label}: {text} {unit}".rstrip())


print(f"Largest signal-formula error: {worst_signal:.1e}")
print(f"Largest inversion error: {worst_inverse:.1e}")
show("Photon energy", energy_ev, "eV", 2)
show("Wavelength", wavelength, "nm", 2)
show("Index along c axis (x)", index_x, "", 2)
show("Index across c axis (y)", index_y, "", 2)
show("r_x", rx, "", 5)
show("r_y", ry, "", 5)
show("R_x", abs(rx)**2, "", 5)
show("R_y", abs(ry)**2, "", 5)
show("z = Delta r/r", 1e3 * z, "x 1e-3")
show("z from index difference", 1e3 * z_index, "x 1e-3")
show("C + iS", 1e3 * channel, "x 1e-3")
show("PEM peak retardation", delta, "rad")
show("PEM peak retardation", delta * wavelength / (2*np.pi), "nm", 2)
show("J1(delta)", jv(1, delta), "", 5)
show("J2(delta)", jv(2, delta), "", 5)
show("Mean detector signal", dc_volt, "V", 1)
show("sin(Omega t) peak coefficient", 1e3*dc_volt*signal[0], "mV")
show("cos(2 Omega t) peak coefficient", 1e3*dc_volt*signal[1], "mV")
show("First harmonic, rms size", 1e3*abs(signal[0])/np.sqrt(2), "mV")
show("Second harmonic, rms size", 1e3*abs(signal[1])/np.sqrt(2), "mV")
show("Recovered z, exact", 1e3 * recover(signal, delta), "x 1e-3")
print(f"Error of small-z recovery: {abs(linear-z):.1e}")
show("Polariser error", np.rad2deg(pol_error), "deg", 2)
show("  shift of z", 1e3 * shift_pol, "x 1e-3")
show("Window retardance", window_nm, "nm", 2)
show("  shift of z", 1e3 * shift_window, "x 1e-3")
show("Polar Kerr amplitude", 1e3 * polar_kerr, "mrad", 1)
show("Magnetisation tilt", tilt_deg, "deg", 1)
show("  shift of z", 1e3 * shift_kerr, "x 1e-3")
show("Reading with these 3 errors", 1e3 * first, "x 1e-3")
show("Same, sample turned 90 deg", 1e3 * second, "x 1e-3")
show("Half difference", 1e3 * difference, "x 1e-3")
show("Incidence angle", incidence_deg, "deg", 1)
show("  shift of z", 1e3 * shift_oblique, "x 1e-3")
show("Film thickness", film_nm, "nm", 1)
show("Glass index", glass, "", 1)
show("  shift of z", 1e3 * shift_thin, "x 1e-3", 5)
show("Oxide thickness", oxide_nm, "nm", 1)
show("Oxide index", oxide, "", 1)
show("  shift of z", 1e3 * shift_oxide, "x 1e-3")
show("Quadratic magneto-optic |z|", 1e3*size_quadratic, "x 1e-3")
show("1% deeper PEM: 1st harmonic", depth_change[0], "%", 3)
show("1% deeper PEM: 2nd harmonic", depth_change[1], "%", 3)
show("PEM frequency", pem_khz, "kHz", 1)
show("Detector bandwidth", bandwidth_khz, "kHz", 1)
show("Detector loss, 1st harmonic", loss[0], "%", 3)
show("Detector loss, 2nd harmonic", loss[1], "%", 3)
print("done: every assertion held")
```

Running it gives:

```
Largest signal-formula error: 8.9e-16
Largest inversion error: 1.5e-14
Photon energy: 2.00 eV
Wavelength: 619.92 nm
Index along c axis (x): 2.30 +4.20i
Index across c axis (y): 2.20 +4.20i
r_x: -0.76866 -0.29443i
r_y: -0.77044 -0.30129i
R_x: 0.67753
R_y: 0.68436
z = Delta r/r: -5.0145 -6.9790i x 1e-3
z from index difference: -5.0142 -6.9799i x 1e-3
C + iS: -5.0144 -6.9789i x 1e-3
PEM peak retardation: 2.4048 rad
PEM peak retardation: 237.27 nm
J1(delta): 0.51915
J2(delta): 0.43175
Mean detector signal: 1.0 V
sin(Omega t) peak coefficient: 7.2461 mV
cos(2 Omega t) peak coefficient: -4.3300 mV
First harmonic, rms size: 5.1238 mV
Second harmonic, rms size: 3.0618 mV
Recovered z, exact: -5.0145 -6.9790i x 1e-3
Error of small-z recovery: 1.6e-07
Polariser error: 0.10 deg
  shift of z: 3.4907 -0.0000i x 1e-3
Window retardance: 0.30 nm
  shift of z: 0.0000 +3.0406i x 1e-3
Polar Kerr amplitude: 5.0 +1.0i mrad
Magnetisation tilt: 1.0 deg
  shift of z: 0.1745 +0.0349i x 1e-3
Reading with these 3 errors: -1.3493 -3.9035i x 1e-3
Same, sample turned 90 deg: 8.6798 +10.0544i x 1e-3
Half difference: -5.0146 -6.9789i x 1e-3
Incidence angle: 3.0 deg
  shift of z: -0.5436 +1.0148i x 1e-3
Film thickness: 100.0 nm
Glass index: 1.5
  shift of z: -0.02112 +0.01572i x 1e-3
Oxide thickness: 2.0 nm
Oxide index: 2.3
  shift of z: -0.0580 -0.3213i x 1e-3
Quadratic magneto-optic |z|: 0.1270 x 1e-3
1% deeper PEM: 1st harmonic: -1.025 %
1% deeper PEM: 2nd harmonic: 0.872 %
PEM frequency: 50.0 kHz
Detector bandwidth: 1000.0 kHz
Detector loss, 1st harmonic: 0.125 %
Detector loss, 2nd harmonic: 0.496 %
done: every assertion held
```
